# Is the electrosorption valency the partial charge on the adsorbate?

## Question

I am computing the adsorption of a singly charged cation on an electrode at constant potential. The adsorption energy varies almost linearly with potential, and its slope, the electrosorption valency, is not an integer. I read this as partial charge transfer: if the slope is 0.66, then 0.66 electrons have moved onto the ion. But a population analysis gives another number, and the slope changes when I change the solvent model, although the electron density hardly does. Which of the two is the true charge transfer, and what does the slope measure?

## Answer

The slope counts electrons that pass through the external circuit. A partial charge says how electrons are divided between adsorbate and metal. These are different quantities, and the relation between them involves the geometry and the capacitance of the interface.

### What is being counted

I use Hartree atomic units, so $e=1$, and quantities per unit area. Let

- $z$ be the charge number of the dissolved ion and $\Gamma$ its coverage;
- $N$ be the number of electrons in metal plus adsorbate, leaving out any that arrived bound to the ions;
- $\sigma$ be the total charge of metal plus adsorbate, balanced by the electrolyte;
- $\mu$ be the Fermi level, with the electrostatic potential inside the solution set to zero. The electrode potential is then $E=-\mu$.

The electrosorption valency is the number of electrons the circuit supplies per adsorbed ion at fixed potential:

$$l=\left(\frac{\partial N}{\partial\Gamma}\right)_E .$$

If $N_+$ is the fixed positive charge of the metal cores, then $\sigma=N_++z\Gamma-N$. Solving for $N$ and differentiating at fixed $E$ gives

$$l=z-\left(\frac{\partial\sigma}{\partial\Gamma}\right)_E. \tag{1}$$

Metal and adsorbate enter together, so no boundary between them has been drawn.

### Why this is the slope of an energy

Let $F(N,\Gamma)$ be the free energy of the interface at fixed temperature and fixed composition of the solution, with the electrolyte relaxed. Its differential is $dF=\mu\,dN+\mu_A\,d\Gamma$, where $\mu_A$ is the chemical potential of the adsorbed ion. At fixed potential the relevant function is $\Omega=F-\mu N$, so

$$d\Omega=\mu\,dN+\mu_A\,d\Gamma-\mu\,dN-N\,d\mu=N\,dE+\mu_A\,d\Gamma,$$

because $d\mu=-dE$. The mixed second derivatives of $\Omega$ are equal, hence

$$\left(\frac{\partial\mu_A}{\partial E}\right)_\Gamma=\left(\frac{\partial N}{\partial\Gamma}\right)_E=l .$$

For a finite coverage, the adsorption energy per ion is $[\Omega(E,\Gamma)-\Omega(E,0)]/\Gamma$ minus the chemical potential of the dissolved ion. The last term does not depend on $E$, since the solution potential is the reference. As $(\partial\Omega/\partial E)_\Gamma=N$, the slope is

$$\bar l=\frac{N(E,\Gamma)-N(E,0)}{\Gamma}, \tag{2}$$

the average of $l$ over coverages from zero to $\Gamma$. This is the slope you computed.

### Where the non-integer part comes from

Regard $\sigma$ as a function of $E$ and $\Gamma$, and let $C=(\partial\sigma/\partial E)_\Gamma$ be the differential capacitance of the *covered* interface. Then

$$d\sigma=C\,dE+\left(\frac{\partial\sigma}{\partial\Gamma}\right)_E d\Gamma .$$

Along a path of constant $\sigma$ the left side vanishes, so

$$\left(\frac{\partial\sigma}{\partial\Gamma}\right)_E=-C\left(\frac{\partial E}{\partial\Gamma}\right)_\sigma,
\qquad
l=z+C\left(\frac{\partial E}{\partial\Gamma}\right)_\sigma. \tag{3}$$

The remaining derivative is a dipole. Let $x$ point from the metal to the solution, and let $\rho(x)$ be the laterally averaged total charge density, including counter-ions and solvent polarization. Poisson's equation is $\phi''=-4\pi\rho$. Integrate its first moment from the field-free region behind the metal, where $\phi=\phi_L$, to the field-free solution, where $\phi=0$:

$$-4\pi P=\int x\,\phi''\,dx=\big[x\phi'\big]-\int\phi'\,dx=0-(0-\phi_L)=\phi_L,
\qquad P=\int x\rho\,dx .$$

An electron at rest just behind the metal has energy $-\phi_L$, and the Fermi level lies below it by the work function $W_L$ of that remote face. Thus $\mu=-\phi_L-W_L$ and

$$E=\phi_L+W_L=-4\pi P+W_L .$$

If the metal is thick enough to screen, adsorption on the front face leaves $W_L$ unchanged. Define $p=(\partial P/\partial\Gamma)_\sigma$, the dipole added per adsorbate at fixed $\sigma$, positive outward. Then $(\partial E/\partial\Gamma)_\sigma=-4\pi p$, and (3) becomes

$$l=z-4\pi C\,p\qquad\text{or, in SI units,}\qquad l=z-\frac{C\,p}{\varepsilon_0 e}. \tag{4}$$

The sign can be followed physically. Let an ion adsorb together with $z$ electrons, so that $\sigma$ stays fixed. An outward dipole lowers $E$ by $4\pi p$ per unit coverage. To restore $E$, the circuit must charge the interface positively by $4\pi Cp$ per ion, which means withdrawing that many electrons. The net supply is $z-4\pi Cp$.

The dipole in (4) contains the electronic response and any solvent reorganization. Inserting a dipole computed in vacuum, or the capacitance of the clean surface, is an approximation.

### How a partial charge enters

With the effective thickness $d=1/(4\pi C)$, equation (4) reads $l=z-p/d$. Consider a crude picture in which the adsorbate is a point charge $q$ at height $h$ above the plane of its screening charge $-q$, with no other contribution to the dipole. Then $p=qh$ and

$$l=z-q\,\frac{h}{d}.$$

The "electrons transferred", $z-q$, equal $l$ for a charged adsorbate only if $h=d$. If $h\ll d$, then $l$ approaches $z$ even when $q$ is far from zero. An almost integer valency therefore does not prove that the adsorbate is neutral. For aqueous double layers with $C$ of 20 to 50 µF/cm², however, $d$ is only 0.84 to 0.33 bohr, so a geometric height rarely satisfies $h\ll d$. There an almost integer valency requires a small total dipole $p$, with the solvent's screening included, and the bare product $qh$ cannot stand in for it.

### A numerical example

Take a jellium slab, a metal whose ionic charge is smeared into a uniform background, with density parameter $r_s=3$ bohr. The adsorbate cores, singly charged and at coverage $\Gamma=0.001$ bohr$^{-2}$, are smeared into a laterally uniform sheet centred 4 bohr outside its edge, so the problem is one-dimensional. Separate ions at this coverage would lie about 32 bohr apart and would be screened locally, so the values of $p$ and of the partial charges below belong to the sheet, not to individual ions. Equations (1) to (4) do not depend on this simplification. A dielectric between 7 and 17 bohr and a grounded counter-plane represent the electrolyte. The electrons are treated self-consistently with Slater exchange and Wigner correlation, with a smearing of 0.01 Ha. The slab is 40 bohr thick and the core sheet has a Gaussian width of 0.5 bohr. These are model parameters, not a particular material; in particular, the resulting capacitance is about ten times smaller than that of a typical aqueous double layer.

For permittivity 10 and $\sigma=0$, the program finds $C=0.01407$ (about 3.0 µF/cm²), so $d=5.655$ bohr, and $p=1.905$ $e\,$bohr. Equation (4) gives

$$l=1-\frac{1.905}{5.655}=0.663 .$$

Counting electrons directly, by varying the coverage at fixed Fermi level, also gives 0.663, as does the slope of $\mu_A$ obtained from total energies. The last digits depend on the numerical settings: a converged discretization gives $p=1.900$, $d=5.649$ and $l=0.664$, and halving the smearing gives $p=2.01$, $d=5.80$ and $l=0.655$ and lowers the populations below by 0.01 to 0.02.

For a partial charge, a boundary must be chosen. Compare the covered and clean surfaces, both at $\sigma=0$, and assign to the adsorbate its core and all added electrons beyond a dividing plane:

| Plane (bohr) | Electrons on adsorbate | Partial charge |
|---:|---:|---:|
| 0 | 0.83 | 0.17 |
| 1 | 0.57 | 0.43 |
| 2 | 0.34 | 0.66 |

The same density yields all three rows. Your reading would equate $l$ with the electrons on the adsorbate. Since $l=0.663$ lies between the first two rows, some plane between 0 and 1 bohr reproduces it. Changing the solvent shows that such a match is accidental. With permittivity 1, again at $\sigma=0$, the electron populations change by no more than about 0.0001, and the dipole is nearly the same, 1.887 $e\,$bohr. The effective thickness, however, grows to 14.59 bohr, and

$$l=1-\frac{1.887}{14.59}=0.871 .$$

The valency has moved by 0.21 while the partial charges of the neutral surfaces have stayed put. This resembles what you describe, provided the densities are compared at the same $\sigma$. At a fixed potential away from the covered surface's potential of zero charge, $\sigma$ itself depends on $C$ and hence on the solvent. Part of that charge lies beyond the dividing plane, so populations taken there change with the solvent too. In this model the dielectric begins outside the core layer, and at fixed $\sigma$ its polarization hardly changes with coverage, so the shift comes almost entirely from the capacitance: keeping $p=1.905$ and changing only $d$ gives $1-1.905/14.59=0.869$. In a solvent model that surrounds the ion, the solvent polarization can change $p$ as well. At a realistic 20 µF/cm², $d=0.84$ bohr, and $l=0.66$ needs $p\approx0.3$ $e\,$bohr, whereas the unscreened $p=1.905$ would give $l\approx-1.3$. The dominance of the capacitance is therefore a feature of this model, and in your calculation both $C$ and $p$ must be examined.

The valency also depends on potential. With permittivity 10, raising $E$ by 0.05 Ha from the covered surface's potential of zero charge changes $p$ to 2.522 $e\,$bohr and $d$ to 6.429 bohr, so $l=0.608$. Differentiating (1) with respect to $E$ gives the general rule

$$\left(\frac{\partial l}{\partial E}\right)_\Gamma=-\left(\frac{\partial C}{\partial\Gamma}\right)_E .$$

An adsorption energy is thus linear in potential to the extent that adsorption leaves the capacitance unchanged.

### Estimating the slope from two neutral calculations and a capacitance

Let $E_0$ and $E_1$ be the potentials of zero charge of the clean and covered surfaces. At $E=E_0$ the clean surface has $\sigma=0$, so (2) and the charge balance give

$$\bar l=z-\frac{\sigma(E_0,\Gamma)}{\Gamma}
=z-\frac1\Gamma\int_{E_1}^{E_0}C(E,\Gamma)\,dE
\approx z+\frac{C\,(E_1-E_0)}{\Gamma}.$$

The last step treats the covered capacitance as constant. Here $E_1-E_0=-0.02919$ Ha, or $-0.794$ V. Using $C$ at $E_1$,

$$\bar l\approx1-\frac{0.01407\times0.02919}{0.001}=0.589,$$

whereas the direct electron count gives 0.609. The integral accounts for the difference: agreement requires a mean capacitance of $(1-0.609)\times0.001/0.02919=0.0134$, which lies between the values computed at $E_1$ (0.0141) and at $E_1+0.05$ Ha (0.0124). The clean capacitance, 0.01206, gives 0.648, which is 0.039 above the direct count.

### Reading your own result

A slope of 0.66 means that the circuit supplies 0.66 electrons per adsorbed cation at fixed potential, averaged over coverage as in (2). It does not say where those electrons reside. A population analysis answers that second question within its chosen partition, so neither number corrects the other.

The thermodynamic reading needs equilibrium; the derivative $l$ also needs $N$ to vary smoothly with coverage at the point where it is taken. Where two adsorbed phases coexist at fixed $E$, $N$ is linear in the overall coverage, and $l$ is the difference in $N$ between the two phases divided by their difference in $\Gamma$. At the two ends of the coexistence range $l$ generally jumps, while the finite difference (2) keeps its meaning throughout. If a continuing electrode reaction also passes current, its electrons must be separated from those that charge the interface before a measured charge can be used in (1).

The numerical check checks equation (4), both energy slopes and the solvent comparison numerically for this model.

## Calculated quantities

```
Jellium density parameter r_s: 3.0 bohr
Slab thickness: 40.0 bohr
Core-layer height above jellium edge: 4.0 bohr
Core-layer Gaussian width: 0.5 bohr
Solvent begins at height: 7.0 bohr
Counter-plane height: 17.0 bohr
Electronic smearing kT: 0.010 Ha
Coverage Gamma: 0.0010 bohr^-2
Dissolved-ion charge number z: 1 (dimensionless)
Clean zero-charge potential, eps=10: 0.13108 Ha
Covered zero-charge potential, eps=10: 0.10189 Ha
Shift of zero-charge potential: -0.02919 Ha
Same shift converted: -0.794 V
--- eps=10, sigma=0 ---
Potential E: 0.10189 Ha
Charge sigma: -0.0000 10^-3 e/bohr^2
Capacitance C: 0.014072 e^2/(Ha bohr^2)
Effective thickness 1/(4 pi C): 5.6548 bohr
(dE/dGamma) at fixed sigma: -23.917 Ha bohr^2
Dipole p per adsorbate: 1.9048 e bohr
Valency l from electron count: 0.6634 (dimensionless)
z - 4 pi C p: 0.6632 (dimensionless)
--- eps=10, charged ---
Potential E: 0.15189 Ha
Charge sigma: 0.6534 10^-3 e/bohr^2
Capacitance C: 0.012379 e^2/(Ha bohr^2)
Effective thickness 1/(4 pi C): 6.4286 bohr
(dE/dGamma) at fixed sigma: -31.673 Ha bohr^2
Dipole p per adsorbate: 2.5221 e bohr
Valency l from electron count: 0.6079 (dimensionless)
z - 4 pi C p: 0.6077 (dimensionless)
--- eps=1, sigma=0 ---
Potential E: 0.10202 Ha
Charge sigma: -0.0000 10^-3 e/bohr^2
Capacitance C: 0.005454 e^2/(Ha bohr^2)
Effective thickness 1/(4 pi C): 14.5908 bohr
(dE/dGamma) at fixed sigma: -23.696 Ha bohr^2
Dipole p per adsorbate: 1.8873 e bohr
Valency l from electron count: 0.8707 (dimensionless)
z - 4 pi C p: 0.8707 (dimensionless)
--- comparisons ---
C at eps=10, sigma=0, converted: 2.959 uF/cm^2
Slope of ion chemical potential: 0.6634 (dimensionless)
Electrons per adsorbate beyond 0.0 bohr: 0.8263 (eps=10), 0.8262 (eps=1)
  partial charge, eps=10: 0.1737 e
Electrons per adsorbate beyond 1.0 bohr: 0.5676 (eps=10), 0.5675 (eps=1)
  partial charge, eps=10: 0.4324 e
Electrons per adsorbate beyond 2.0 bohr: 0.3414 (eps=10), 0.3414 (eps=1)
  partial charge, eps=10: 0.6586 e
Mean valency at clean zero-charge E: 0.6090 (dimensionless)
Slope of adsorption grand energy: 0.6090 (dimensionless)
Estimate with covered capacitance: 0.5892 (dimensionless)
Clean capacitance: 0.012062 e^2/(Ha bohr^2)
Estimate with clean capacitance: 0.6479 (dimensionless)
```
